\section*{How exact exchange in the starting functional changes $G_0W_0$ ionization energies, part 2}

A $G_0W_0$ calculation started from a global hybrid with a fraction $\alpha$ of exact exchange gives a first ionization energy $I=-\omega$ that depends on $\alpha$. We ask why, how strongly and in which direction.

Hartree atomic units are used, for a closed shell with real orbitals $\phi_p$. $(pq|rs)$ is the Coulomb integral between $\phi_p\phi_q$ and $\phi_r\phi_s$; a prime means $d/d\alpha$. The hybrid operator is $F_\alpha=h+J+\alpha\Sigma_x+(1-\alpha)v_x+v_c$, with one-electron part $h$, Hartree potential $J$, Fock exchange $\Sigma_x$, and semilocal exchange $v_x$ and correlation $v_c$. The diagonal quasiparticle equation is
\begin{equation}
\omega=E_0+\Sigma_c(\omega),\qquad E_0=\langle i|h+J+\Sigma_x|i\rangle ,
\label{qp}
\end{equation}
where $E_0$ is independent of $\alpha$ for frozen orbitals.

The model has one occupied orbital $i$ and one empty orbital $a$, with $\varepsilon_i=\varepsilon_{i0}-\alpha\delta_i$, $\varepsilon_a=\varepsilon_{a0}+\alpha\delta_a$, $\delta_i,\delta_a>0$ assumed, $\Delta=\varepsilon_a-\varepsilon_i$, $K=(ia|ia)$ and $L=(ii|ia)$. A potential with $ia$ element $u=u_{\rm ext}+K\rho$ induces the density $\rho\,\phi_i\phi_a$, where $\rho=2s$ and $-\ddot s=\Delta^2s+2\Delta u$. At frequency $z$,
\begin{equation}
\rho=\chi u_{\rm ext},\qquad \chi(z)=\frac{4\Delta}{z^2-\Omega^2},\qquad \Omega^2=\Delta(\Delta+4K).
\label{chi}
\end{equation}
Contour integration over the Green function $G_0$ and screened interaction $W$ gives $\Sigma_c=A/x-B/y$ (hole and particle terms), with $A=2L^2\Delta/\Omega$, $B=2K^2\Delta/\Omega$, $x=\omega-\varepsilon_i+\Omega$, $y=\varepsilon_a+\Omega-\omega$. Between the poles $g(\omega)=\omega-E_0-\Sigma_c(\omega)$ increases; its root is the middle eigenvalue of
\begin{equation}
H=\begin{pmatrix}E_0&\sqrt A&\sqrt B\\ \sqrt A&\varepsilon_i-\Omega&0\\ \sqrt B&0&\varepsilon_a+\Omega\end{pmatrix},
\label{H}
\end{equation}
with one-hole weight $Z=1/(1+A/x^2+B/y^2)$. The relaxation energy $E_{\rm rel}=2L^2/(\Delta+4K)=-\tfrac12L^2\chi(0)$ enters through
\begin{equation}
\frac{A}{x}=E_{\rm rel}\,\frac{\Omega}{x},\qquad \frac{\Omega}{x}=\frac{1}{1-(\varepsilon_i-\omega)/\Omega}.
\label{factor}
\end{equation}
With $\eta=A'/A=B'/B=2K\Delta'/\Omega^2$ and $\Omega'=(\Delta+2K)\Delta'/\Omega$, the slope has channels from $G_0$ and $W$:
\begin{align}
\omega'&=Z\,(h_G+h_W+p_G+p_W),\label{slope}\\
h_G&=-\frac{A\delta_i}{x^2}, & h_W&=A\left(\frac{\eta}{x}-\frac{\Omega'}{x^2}\right),\\
p_G&=+\frac{B\delta_a}{y^2}, & p_W&=B\left(\frac{\Omega'}{y^2}-\frac{\eta}{y}\right).
\end{align}
Here
\begin{equation}
p_W>0\quad\text{if and only if}\quad \Delta\Omega>2K(\Delta+\varepsilon_i-\omega).
\label{pW}
\end{equation}
Provided $h_G+h_W<0$,
\begin{equation}
I'>0\iff\left(\frac LK\right)^2>R,\qquad R=\frac{(\delta_a+\Omega')/y^2-\eta/y}{(\delta_i+\Omega')/x^2-\eta/x}.
\label{crit}
\end{equation}
For $L=0$ the model's hole part vanishes, and $I$ falls with $\alpha$ if $p_G+p_W>0$.

\subsection*{Numbers for the model}

The parameters are round values, in hartree: $E_0=-0.50$, $\varepsilon_{i0}=-0.25$, $\varepsilon_{a0}=0.05$, $\delta_i=0.25$, $\delta_a=0.15$, $K=0.10$, $L=0.12$. They give $\varepsilon_i=E_0$ at $\alpha=1$, which amounts to setting $\langle i|v_c|i\rangle=0$. The Coulomb kernel is positive, so the Cauchy--Schwarz inequality requires $L^2\le(ii|ii)K$, which holds for any $(ii|ii)\ge0.0144/0.10=0.144$. The roots come from numerical diagonalization of the matrix (\ref{H}). Entries are rounded from unrounded values, so hand arithmetic on them can differ by one unit in the last place.

At $\alpha=0.25$ the input levels are $\varepsilon_i=-0.25-0.25\times0.25=-0.3125$ and $\varepsilon_a=0.05+0.25\times0.15=0.0875$, so $\Delta=0.4000$, $\Omega=\sqrt{0.4\times0.8}=0.5657$ and $\Delta/\Omega=0.7071$. The residues are $A=2\times0.12^2\times0.7071=0.02036$ and $B=2\times0.10^2\times0.7071=0.01414$, in Ha$^2$. The middle eigenvalue is $\omega=-0.4635$, with $x=0.4146$ and $y=0.0875+0.5657+0.4635=1.1167$. The two terms are $A/x=0.0491$ and $B/y=0.0127$, and $-0.50+0.0491-0.0127$ returns $\omega$ within rounding. With $A/x^2=0.1184$ and $B/y^2=0.0113$, $Z=1/1.130=0.885$. The same steps at the other fractions give the screening quantities
\begin{center}
\begin{tabular}{ccccccc}
$\alpha$ & $\Delta$ & $\Omega$ & $\Delta/\Omega$ & $E_{\rm rel}$ & $x$ & $y$\\ \hline
0.00&0.3000&0.4583&0.6547&0.0411&0.2655&0.9510\\
0.25&0.4000&0.5657&0.7071&0.0360&0.4146&1.1167\\
0.50&0.5000&0.6708&0.7454&0.0320&0.5716&1.2700\\
0.75&0.6000&0.7746&0.7746&0.0288&0.7317&1.4175\\
1.00&0.7000&0.8775&0.7977&0.0262&0.8930&1.5620
\end{tabular}
\end{center}
and the quasiparticle
\begin{center}
\begin{tabular}{cccccc}
$\alpha$ & $A/x$ & $-B/y$ & $Z$ & $I$ (Ha) & $I$ (eV)\\ \hline
0.00&0.0710&$-0.0138$&0.780&0.4428&12.05\\
0.25&0.0491&$-0.0127$&0.885&0.4635&12.61\\
0.50&0.0376&$-0.0117$&0.930&0.4742&12.90\\
0.75&0.0305&$-0.0109$&0.953&0.4804&13.07\\
1.00&0.0257&$-0.0102$&0.966&0.4845&13.18
\end{tabular}
\end{center}
From $\alpha=0$ to 1 the hole term loses $0.0710-0.0257=0.0453$ and the particle term loses $0.0138-0.0102=0.0036$ in magnitude. The difference is the rise of $I$, $0.0417$ Ha or $1.14$ eV, while the input level has moved by $0.25$ Ha; one sixth of the input shift survives in this model.

Static screening accounts for only part of the loss. $E_{\rm rel}$ falls from $0.0411$ to $0.0262$, by a factor $1.57$. The other factor in Eq.~(\ref{factor}), $\Omega/x$, is $0.4583/0.2655=1.73$ at $\alpha=0$ and $0.8775/0.8930=0.98$ at $\alpha=1$; the products $0.0411\times1.73$ and $0.0262\times0.98$ are the tabulated $0.0710$ and $0.0257$. This factor falls by $1.76$, and $1.57\times1.76=2.76$ is the ratio $0.0710/0.0257$ by which the hole term falls. The successive steps of $I$ are $0.0208$, $0.0106$, $0.0063$ and $0.0040$. They shrink because the leading terms of $h_G$ and $h_W$ carry $1/x^2$, and $x$ grows from $0.27$ to $0.89$, which outweighs the growth of $A$ from $0.01885$ to $0.02297$ and of $Z$ from $0.780$ to $0.966$.

The four channels at $\alpha=0.25$ need $\Delta'=0.40$, $\Omega'=0.6\times0.4/0.5657=0.4243$ and $\eta=2\times0.1\times0.4/0.32=0.2500$:
\begin{align*}
h_G&=-0.1184\times0.25=-0.0296,\\
h_W&=0.25\times0.0491-0.1184\times0.4243=0.0123-0.0502=-0.0380,\\
p_G&=0.0113\times0.15=+0.0017,\\
p_W&=0.0113\times0.4243-0.25\times0.0127=0.0048-0.0032=+0.0016 .
\end{align*}
The sum is $-0.0643$, and multiplication by $Z=0.885$ gives $\omega'=-0.0569$ Ha per unit of $\alpha$, made of $-0.0262$ from $h_G$, $-0.0336$ from $h_W$, and $+0.0015$ from each particle channel. The change of $W$ and the shift of the poles of $G_0$ are of similar size here, and neither alone is the explanation.

For the criterion, the numerator of $R$ is $0.5743/1.1167^2-0.25/1.1167=0.237$ and the denominator is $0.6743/0.4146^2-0.25/0.4146=3.32$, so $R=0.0713$, against $(L/K)^2=1.44$. The coupling at which the trend changes sign was found by a bracketing root search in $L$ on the slope, the slope being a central difference of the middle eigenvalue. It is $L=0.0221$ Ha, where $(L/K)^2=0.0487$ and $R=0.0487$. This $R$ is smaller than $0.0713$ because a smaller $L$ lowers $\omega$, which shortens $x$ and lengthens $y$. The denominator of $R$ decreases with $x$ for $x<2(\delta_i+\Omega')/\eta$ and the numerator decreases with $y$ for $y<2(\delta_a+\Omega')/\eta$, as setting their derivatives to zero shows, and both ranges extend beyond 4 Ha here.

With $L=0$ and all else unchanged, $I$ is $0.5128$, $0.5121$, $0.5114$, $0.5107$ and $0.5100$ Ha at the five fractions. It lies above $-E_0=0.50$ and falls by $0.0028$ Ha, or $0.08$ eV. The reversed trend is weak because the particle pole is distant and the growth of its residue offsets part of the effect of its retreat.

With $K=0.50$ at $\alpha=0.25$, condition (\ref{pW}) fails. One has $\Omega^2=0.4\times2.4=0.96<4K^2=1$, so $\Omega<2K$ and $\Delta\Omega<2K\Delta$ already. The root lies below $\varepsilon_i$, because $g(\varepsilon_i)=0.1875-2L^2/2.4+B/y$ is positive and $g$ increases, so the extra term $2K(\varepsilon_i-\omega)$ only strengthens the failure. The channel is $Zp_W=-0.0083$ Ha: at this coupling the wider gap in $W$, taken alone, makes the particle term larger in magnitude, and this one channel works in the same direction as the hole channels. The channel $p_G$ still outweighs it, $p_G+p_W=+0.0018$ Ha, so at fixed $\omega$ the particle term as a whole still shrinks. At fixed $\omega$ it grows only when $(\delta_a+\Omega')/y<\eta$, which for these parameters needs $K$ above about $0.57$.

\subsection*{Many levels}

For a molecule, let the index $k=(jb)$ run over all occupied--empty pairs, let $D$ be the diagonal matrix of the gaps $\varepsilon_b-\varepsilon_j$, and let $V_{kk'}=(jb|j'b')$, which is positive semidefinite. Each pair obeys the equation derived above, now with $u=u_{\rm ext}+V\rho$ and $\rho=2s$ as vectors: $z^2s=D^2s+2Du_{\rm ext}+4DVs$. The substitution $s=D^{1/2}t$ and multiplication by $D^{-1/2}$ make it symmetric:
\begin{equation}
(z^2-M)\,t=2D^{1/2}u_{\rm ext},\qquad M=D^{1/2}(D+4V)D^{1/2}.
\end{equation}
With orthonormal eigenvectors $T_n$ and eigenvalues $\Omega_n^2$ of $M$, the response is $\chi(z)=4\sum_nD^{1/2}T_nT_n^{\mathsf T}D^{1/2}/(z^2-\Omega_n^2)$. Each mode has the form of Eq.~(\ref{chi}), so the contour integrals repeat term by term. With the vectors $(L_m)_k=(im|jb)$,
\begin{equation}
\Sigma_c(\omega)=\sum_{m}^{\rm occ}\sum_n\frac{w_{mn}}{\omega-\varepsilon_m+\Omega_n}+\sum_{m}^{\rm emp}\sum_n\frac{w_{mn}}{\omega-\varepsilon_m-\Omega_n},
\label{many}
\end{equation}
where $w_{mn}=(2/\Omega_n)(L_m^{\mathsf T}D^{1/2}T_n)^2$. For one pair this is $A$ or $B$. All hole poles lie at or below $\varepsilon_i-\Omega_{\min}$ when $i$ is the highest occupied level, and all particle poles lie at or above the lowest empty level plus $\Omega_{\min}$. Between these limits the first sum is positive, the second negative, and $g(\omega)$ increases, so there is at most one root there.

The relaxation energy is $E_{\rm rel}=-\tfrac12L_i^{\mathsf T}\chi(0)L_i$. Since $\chi(0)=-4D^{1/2}M^{-1}D^{1/2}=-4(D+4V)^{-1}$,
\begin{equation}
E_{\rm rel}=2L_i^{\mathsf T}(D+4V)^{-1}L_i .
\end{equation}
For frozen orbitals $L_i$ and $V$ are fixed. Differentiating $N^{-1}N=1$ with $N=D+4V$ gives $(N^{-1})'=-N^{-1}D'N^{-1}$, so $E_{\rm rel}'=-2q^{\mathsf T}D'q$ with $q=N^{-1}L_i$. If no gap shrinks with $\alpha$, this is not positive. Weaker static screening is thus a theorem for frozen orbitals and widening gaps. The direction of $I$ is not, because it still depends on the balance of the two sums in Eq.~(\ref{many}).

\subsection*{Numbers for water}

The molecule has $r_{\rm OH}=1.81$ bohr and an angle of $104.5^\circ$. The basis is cc-pVDZ and the functional has the fraction $\alpha$ of exact exchange, $1-\alpha$ of PBE exchange and full PBE correlation. All occupied and empty orbitals enter $M$, which is diagonalized in full, and Eq.~(\ref{qp}) with Eq.~(\ref{many}) is solved without linearization by a bracketing root search above $\varepsilon_i-\Omega_{\min}$. The basis is too small for converged ionization energies; the numbers serve to show the trend and its parts at this level of theory. In cc-pVTZ the ionization energy at $\alpha=0$ is $11.89$ eV instead of $11.17$ eV. The self-consistent rise from $\alpha=0$ to $0.75$ is $0.75$ eV in cc-pVDZ, $0.66$ eV in cc-pVTZ and $0.97$ eV in aug-cc-pVDZ, and the frozen-orbital rise is $0.86$, $0.91$ and $1.24$ eV. The direction of the trend and the signs of its static, hole and particle parts are the same in all three bases, but the size is not converged.

The first series freezes the PBE orbitals. The levels are the diagonal elements, in those orbitals, of $F_\alpha$ built from the PBE density. The slopes $\langle p|\Sigma_x-v_x|p\rangle$ are $-0.3156$ Ha for the highest occupied orbital and $+0.1438$ Ha for the lowest empty one, which are the signs assumed in the model. The gap at $\alpha=0.75$ is then $0.2590+0.75\times(0.3156+0.1438)=0.6036$ Ha. The static level is $E_0=-0.4937$ Ha throughout. In hartree except for $Z$ and the last column,
\begin{center}
\begin{tabular}{ccccccc}
$\alpha$ & gap & $E_{\rm rel}$ & hole & particle & $Z$ & $I$ (eV)\\ \hline
0.00&0.2590&0.1025&0.1452&$-0.0620$&0.867&11.17\\
0.25&0.3739&0.0968&0.1282&$-0.0595$&0.909&11.56\\
0.50&0.4887&0.0919&0.1161&$-0.0573$&0.929&11.83\\
0.75&0.6036&0.0875&0.1066&$-0.0552$&0.942&12.03
\end{tabular}
\end{center}
At $\alpha=0$ the root is $-0.4937+0.1452-0.0620=-0.4105$ Ha. It lies above the highest possible hole pole, $\varepsilon_i-\Omega_{\min}=-0.2249-0.2812=-0.5061$ Ha, so it is the unique root of the interval. From $\alpha=0$ to $0.75$ the hole sum contributes $+0.0386$ Ha to $I$ and the particle sum $-0.0069$ Ha, for a total of $+0.0318$ Ha or $0.86$ eV. The pattern is that of the model: both sums shrink, the hole sum shrinks more, $Z$ grows, and the steps of $I$ diminish. $E_{\rm rel}$ falls by $0.1025-0.0875=0.0150$ Ha, which is about two fifths of the loss in the hole sum; that sum also contains the terms with $m\ne i$ and the effect of pole position.

The gap more than doubles while $E_{\rm rel}$ falls by only about 15\% of its value at $\alpha=0$. The lowest transition does not take part in the relaxation. The highest occupied orbital is odd under reflection in the molecular plane and the lowest empty orbital is even, so their product is odd while $\phi_i^2$ is even; the corresponding element of $L_i$ vanishes, and $V$ couples that pair only to other odd pairs. For the odd modes the term $m=i$ vanishes, as in the case $L=0$ of the model, but their hole part does not: the other occupied orbitals are even, so $\phi_i\phi_m$ is odd and the hole terms with $m\ne i$ couple to the odd modes alone. The relaxation is carried by pairs with larger gaps. From $E_{\rm rel}=2q^{\mathsf T}Nq$ and the derivative above, $E_{\rm rel}'/E_{\rm rel}=-q^{\mathsf T}D'q/(q^{\mathsf T}Dq+4q^{\mathsf T}Vq)$. At $\alpha=0$ the three quadratic forms, each divided by $q^{\mathsf T}q$, are $0.514$, $0.789$ and $1.354$ Ha, so the relative slope is $-0.514/2.143=-0.24$ per unit of $\alpha$. Two things make it small. The relaxing pairs have gaps that grow by $0.514/0.789=0.65$ per unit of $\alpha$ in relative terms, against $0.459/0.259=1.77$ for the lowest pair, and the Coulomb term $4V$, which does not change with $\alpha$, makes up more than half of the denominator.

The two routes can be separated by using the levels of $\alpha=0.75$ in one place only. Shifting the $\varepsilon_m$ of $G_0$ while keeping $W$ at $\alpha=0$ raises $I$ by $0.0189$ Ha ($0.51$ eV). Shifting the gaps in $W$ while keeping $G_0$ raises it by $0.0211$ Ha ($0.57$ eV). They are again of similar size. Their sum, $0.0400$ Ha, exceeds the joint effect of $0.0318$ Ha. For a single hole pole at fixed $\omega$ and fixed residue such an excess can be derived. Moving the pole away by $p$ lowers $1/x$ by $\lambda(p)=p/[x(x+p)]$, and for $p,q>0$
\begin{equation}
\lambda(p+q)=\frac{p}{x(x+p+q)}+\frac{q}{x(x+p+q)}<\lambda(p)+\lambda(q),
\end{equation}
because each denominator is larger than in the separate move. That this convexity is the main source of the excess in water, where residues and $\omega$ change too, is a conjecture. The division into a $G$ part and a $W$ part is unique only for the derivative in Eq.~(\ref{slope}).

The second series is the ordinary calculation, with orbitals and levels converged at each $\alpha$:
\begin{center}
\begin{tabular}{ccccccc}
$\alpha$ & gap & $E_0$ & hole & particle & $I$ (Ha) & $I$ (eV)\\ \hline
0.00&0.2590&$-0.4937$&0.1452&$-0.0620$&0.4105&11.17\\
0.25&0.3719&$-0.4913$&0.1271&$-0.0594$&0.4236&11.53\\
0.50&0.4838&$-0.4892$&0.1141&$-0.0570$&0.4320&11.76\\
0.75&0.5949&$-0.4872$&0.1040&$-0.0548$&0.4380&11.92
\end{tabular}
\end{center}
The change of $I$ from $\alpha=0$ to $0.75$ is now $-0.0064$ (static) $+0.0412$ (hole) $-0.0073$ (particle) $=+0.0275$ Ha, or $0.75$ eV. The static level moves up, against the trend, so the dependence of $E_0$ on the orbitals is not the source of the rise in this molecule. An orbital expectation value such as $E_0$ is not stationary with respect to the density, so a first-order change is allowed and its sign is not fixed by the argument above. Its cause is not identified here. The frozen series overestimates the rise by $0.0318-0.0275=0.0043$ Ha, 15 to 16\% of the self-consistent rise in this basis. The error depends on the basis: the same comparison gives 28\% in aug-cc-pVDZ and 38\% in cc-pVTZ, where the static term is $-0.0132$ and $-0.0096$ Ha. Where exact exchange changes the shape or the order of the frontier orbitals, $E_0$, $L_m$ and $V$ can change as well, and Eq.~(\ref{crit}), which holds them fixed, need not give the direction of the trend.
